# Persistence of a stationary attachment-limited step: why the exponent is three-quarters

## From step kinetics to the growth of the maximum

Anyone who simulates a fluctuating surface step, or records one in a microscope, must decide how many starting times to collect before the long-time statistics can be trusted. Suppose the quantity wanted is the probability that a point of the step, having left its starting position on one side, has not come back after $n$ samples. If this persistence probability falls as $n^{-\theta}$, the number of starts needed for a given number of surviving intervals grows as $n^{\theta}$. Between $\theta=1/2$, the value for an ordinary random walk, and $\theta=3/4$, the value derived here for a step limited by attachment and detachment, the requirement at $n=512$ differs by a factor $512^{1/4}\approx4.8$, if the prefactors are equal. The exponent also carries information about the kinetics, so its conditions matter as much as its value.

Let the step run on average along $y$, and let $x(y,t)$ be its displacement perpendicular to that direction. For small slopes the free energy of a bent step, relative to a straight one, is

$$
E=\frac{\tilde\beta}{2}\int\left(\frac{\partial x}{\partial y}\right)^2dy ,
$$

where $\tilde\beta$ is the step stiffness, an energy per length. Varying $x$ and integrating by parts gives $\delta E/\delta x=-\tilde\beta\,\partial^2x/\partial y^2$. A protruding part of the step therefore tends to lose atoms and a recessed part tends to gain them.

In the attachment-limited regime adatoms diffuse across the terraces so quickly, compared with their capture and release at the step, that the terraces act as a reservoir at uniform chemical potential. Each short segment then exchanges atoms independently of the others. Near equilibrium its mean velocity is proportional to the local force $-\delta E/\delta x$, and random attachment and detachment add a noise:

$$
\frac{\partial x}{\partial t}=\nu\frac{\partial^2x}{\partial y^2}+\eta(y,t),
\qquad \nu=\frac{\Gamma\tilde\beta}{kT},
$$

$$
\langle\eta(y,t)\eta(y',t')\rangle=2\Gamma\,\delta(y-y')\,\delta(t-t').
$$

The noise is Gaussian with zero mean. The mobility $\Gamma$ has the dimension of length cubed per time. Its meaning is seen by switching off the stiffness: the average position of a segment of length $a$ would then diffuse with mean-square displacement $2\Gamma t/a$. The same $\Gamma$ appears in the relaxation and in the noise, and the mode calculation shows that this choice gives the correct thermal equilibrium.

Take first a periodic step of length $L$ and write $x(y,t)=\sum_q x_q(t)e^{iqy}$, with $x_q=L^{-1}\int x\,e^{-iqy}dy$. The noise amplitudes defined in the same way satisfy

$$
\langle\eta_q(t)\eta_{q'}^*(t')\rangle=\frac{2\Gamma}{L}\,\delta_{qq'}\,\delta(t-t'),
$$

because the double integral over $y$ and $y'$ contains a delta function and is divided by $L^2$. Each mode obeys $\dot x_q=-\nu q^2x_q+\eta_q$. A stationary step has evolved since the remote past, so for $q\neq0$

$$
x_q(t)=\int_{-\infty}^{t}e^{-\nu q^2(t-s)}\eta_q(s)\,ds .
$$

For $t\ge t'$ the noise is common to both times up to $t'$, and therefore

$$
\langle x_q(t)x_q^*(t')\rangle
=\frac{2\Gamma}{L}\int_{-\infty}^{t'}e^{-\nu q^2(t+t'-2s)}ds
=\frac{\Gamma}{L\nu q^2}e^{-\nu q^2(t-t')}
=\frac{kT}{L\tilde\beta q^2}e^{-\nu q^2(t-t')} .
$$

At equal times this is the equipartition result. The energy is $(\tilde\beta L/2)\sum_q q^2|x_q|^2$, and the modes $q$ and $-q$ together contribute $\tilde\beta Lq^2|x_q|^2$. This pair has two real degrees of freedom and so a mean energy $kT$, which gives $\langle|x_q|^2\rangle=kT/(L\tilde\beta q^2)$. The noise strength $2\Gamma$ is thus fixed by equilibrium.

The position $x$ itself has no stationary distribution on an infinite step. With $q=2\pi m/L$ and $\sum_{m\ge1}m^{-2}=\pi^2/6$, the nonzero modes alone give a variance

$$
\sum_{q\ne0}\frac{kT}{L\tilde\beta q^2}
=\frac{2kTL}{4\pi^2\tilde\beta}\,\frac{\pi^2}{6}=\frac{kTL}{12\tilde\beta},
$$

which diverges with $L$. The quantity with a good limit is the displacement from the position at the chosen start,

$$
X(t)=x(y,t_0+t)-x(y,t_0).
$$

Its variance $G(t)$ is the sum over modes of $2\langle|x_q|^2\rangle(1-e^{-\nu q^2t})$. The mode $q=0$ feels no restoring force and adds $2\Gamma t/L$, which vanishes when $L\to\infty$ at fixed $t$. Replacing $\sum_q$ by $L\int dq/2\pi$ gives

$$
G(t)=\frac{kT}{\pi\tilde\beta}\,I(t),\qquad
I(t)=\int_{-\infty}^{\infty}\frac{1-e^{-\nu q^2t}}{q^2}\,dq .
$$

The integral follows by differentiation. Since

$$
\frac{dI}{dt}=\nu\int_{-\infty}^{\infty}e^{-\nu q^2t}dq=\sqrt{\frac{\pi\nu}{t}}
$$

and $I(0)=0$, one has $I=2\sqrt{\pi\nu t}$. Hence

$$
G(t)=\frac{2kT}{\tilde\beta}\sqrt{\frac{\nu t}{\pi}}
=2\sqrt{\frac{\Gamma kT\,t}{\pi\tilde\beta}} ,
$$

where the second form follows on inserting $\nu=\Gamma\tilde\beta/kT$. The root-mean-square displacement grows as $t^{1/4}$. In physical terms, a length $\sqrt{\nu t}$ of the step has had time to rearrange, and an equilibrium step wanders over that length with a variance of order $kT\sqrt{\nu t}/\tilde\beta$. A single point moves more slowly than a free particle because its neighbours hold it back.

The persistence probability depends on the joint distribution at all sampled times, and the variance alone does not fix this. The equation of motion is linear and the noise is Gaussian, so $X$ is a Gaussian process of zero mean and its covariance is sufficient. From the identity $2X(t)X(s)=X(t)^2+X(s)^2-[X(t)-X(s)]^2$, and because $X(t)-X(s)$ is the displacement between two times separated by $|t-s|$ in a stationary state,

$$
\langle X(t)X(s)\rangle=\tfrac12\left[G(t)+G(s)-G(|t-s|)\right],
\qquad G\propto t^{1/2}.
$$

This is the covariance of fractional Brownian motion with Hurst exponent $H=1/4$, where $H$ is defined by $G\propto t^{2H}$. This is the precise content of the mapping: the displacement is mapped, not the position, and its increments are stationary.

The process has memory. Let samples be taken at times $j\delta$, write $X_j=X(j\delta)$, and choose the unit of length so that $G(\delta)=1$. Then $\langle X_j^2\rangle=\sqrt j$. The covariance of one increment with the next is $\tfrac12[G(2\delta)-2G(\delta)]=\tfrac12(\sqrt2-2)<0$, so a displacement tends to be partly undone. A Gaussian Markov process would also need $\langle X_1X_3\rangle\langle X_2^2\rangle=\langle X_1X_2\rangle\langle X_2X_3\rangle$. Inserting the covariance, this requires

$$
\frac{\sqrt2}{2}\left(1+\sqrt3-\sqrt2\right)=\frac{\sqrt2}{4}\left(\sqrt2+\sqrt3-1\right),
$$

or $3+\sqrt3=3\sqrt2$. Squaring gives $12+6\sqrt3=18$, that is $\sqrt3=1$, which is false. Methods that restart the process at each sample and forget its past therefore do not apply.

Define the persistence probability on one side by

$$
P(n)=\mathrm{Prob}(X_1>0,\;X_2>0,\ldots,X_n>0).
$$

By the symmetry $X\to-X$ the other side has the same probability. Sampling can estimate this $n$-fold Gaussian integral at a given $n$, but it does not prove how the integral decays. A different quantity, the mean of the running maximum, can be controlled, and stationarity ties it to persistence. Let

$$
M_n=\max(0,X_1,\ldots,X_n),\qquad M_0=0 .
$$

Writing $z^+$ for the larger of $z$ and zero, the maximum advances at sample $n$ by $M_n-M_{n-1}=(X_n-M_{n-1})^+$. With $X_0=0$,

$$
X_n-M_{n-1}=\min_{0\le k\le n-1}(X_n-X_k)=\min_{1\le j\le n}\tilde X_j,
\qquad \tilde X_j=X_n-X_{n-j}.
$$

The variables $\tilde X_j$ describe the same path viewed backwards from its last sample. The variance of $\tilde X_j$ is $\sqrt j$, and the variance of $\tilde X_i-\tilde X_j=X_{n-j}-X_{n-i}$ is $\sqrt{|i-j|}$. By the identity used for the covariance, the $\tilde X_j$ have the same covariances as the $X_j$, and since both sets are Gaussian with zero mean they have the same joint distribution. Therefore

$$
E M_n-E M_{n-1}=D_n,\qquad
D_n=E\left(\min_{1\le j\le n}X_j\right)^+ ,
$$

where $E$ denotes the mean. The minimum is positive when the path has persisted, so $D_n$ is the persistence probability multiplied by the mean clearance of the surviving paths. The rate at which new maxima are gained is thus a weighted persistence probability.

It remains to find how $E M_n$ grows. A lower bound follows from $M_n\ge X_n^+$. For a standard normal variable the mean positive part is $1/\sqrt{2\pi}$, and $X_n$ has standard deviation $n^{1/4}$, so

$$
E M_n\ge c\,n^{1/4},\qquad c=\frac1{\sqrt{2\pi}} .
$$

For an upper bound let $n=2^m$. Any integer $k\le n$ is a sum of distinct powers of two. Adding them in descending order leads from $0$ to $k$ through intervals of the form $[r2^i,(r+1)2^i]$, with at most one interval for each $i$. Hence $X_k\le\sum_{i=0}^{m}A_i$, where $A_i$ is the largest of zero and the $N=2^{m-i}$ increments over intervals of length $2^i$. Each of these increments has standard deviation $\sigma=2^{i/4}$. For any $\lambda>0$, the convexity of the exponential gives

$$
e^{\lambda E A_i}\le E e^{\lambda A_i}\le 1+Ne^{\lambda^2\sigma^2/2}\le(N+1)e^{\lambda^2\sigma^2/2}.
$$

Taking logarithms and choosing $\lambda=\sqrt{2\ln(N+1)}/\sigma$ yields $E A_i\le\sigma\sqrt{2\ln(N+1)}$. This needs no independence between the increments. With $l=m-i$,

$$
E M_n\le K n^{1/4},\qquad
K=\sum_{l=0}^{\infty}2^{-l/4}\sqrt{2\ln(2^l+1)} .
$$

The series converges because the factor $2^{-l/4}$ defeats the growth of the square root, and summing it gives $K\approx15.8$. If $n$ is not a power of two, the next power is below $2n$. Since $M_n$ never decreases with $n$, in general $E M_n\le C n^{1/4}$ with $C=2^{1/4}K$. These constants are crude, which does no harm to the exponent.

Now $D_n$ cannot increase with $n$, because adding a sample can only lower the minimum. This turns information about the sum $E M_n=\sum_{k=1}^nD_k$ into information about a single term. First,

$$
nD_n\le\sum_{k=1}^{n}D_k=E M_n\le C n^{1/4}.
$$

Second, for any integer $R>1$,

$$
(R-1)nD_n\ge\sum_{k=n+1}^{Rn}D_k=E M_{Rn}-E M_n
\ge\left(cR^{1/4}-C\right)n^{1/4}.
$$

Choose $R$ so large that $cR^{1/4}\ge2C$. The two results combine into

$$
\frac{C}{R-1}\,n^{-3/4}\le D_n\le C\,n^{-3/4}.
$$

The power three-quarters has appeared as one minus the power one-quarter: it is the rate of advance of a maximum that grows as $n^{1/4}$.

## From the maximum to the persistence exponent

The first half showed that the displacement $X(t)$ of one point of a stationary, attachment-limited, infinitely long step is a Gaussian process with variance $G(t)=2\sqrt{\Gamma kTt/(\pi\tilde\beta)}$. Here $\Gamma$ is the step mobility, $\tilde\beta$ the stiffness and $\nu=\Gamma\tilde\beta/kT$. Samples $X_j$ are taken at intervals $\delta$, in units where $G(\delta)=1$, and have covariance $\tfrac12[\sqrt i+\sqrt j-\sqrt{|i-j|}]$. The persistence probability $P(n)$ is the probability that $X_1,\ldots,X_n$ are all positive. The quantity $D_n$, the mean positive part of their minimum, lies between two constant multiples of $n^{-3/4}$.

To pass from $D_n$ to $P(n)$ one must show that surviving paths do not have a typical clearance that itself varies as a power of $n$. The first sample controls this. Write $X_j=\rho_jX_1+Y_j$, where

$$
\rho_j=\langle X_jX_1\rangle=\tfrac12\left[1+\sqrt j-\sqrt{j-1}\right]\ge\tfrac12 .
$$

Since $X_1$ has unit variance, every $Y_j$ is uncorrelated with $X_1$, and for jointly Gaussian variables the set of $Y_j$ is then independent of $X_1$. Survival requires $X_1>0$ and $X_1>-Y_j/\rho_j$ for $2\le j\le n$. Both are expressed by

$$
X_1>U,\qquad U=\max\left(0,\max_{2\le j\le n}\frac{-Y_j}{\rho_j}\right),
$$

with $U$ independent of $X_1$. The whole later history has been condensed into a random threshold for the first sample.

On a surviving path $Y_j\ge-\rho_jU$, so $X_j\ge\rho_j(X_1-U)\ge\tfrac12(X_1-U)$. The minimum also cannot exceed $X_1$. Consequently

$$
\tfrac12E(X_1-U)^+\le D_n\le E[X_1;\,X_1>U],
$$

where the last symbol is the mean of $X_1$ counted on the stated event and zero elsewhere. Let $\varphi(u)=e^{-u^2/2}/\sqrt{2\pi}$ and $Q(u)=\int_u^\infty\varphi(z)\,dz$. Averaging over $X_1$ first, at fixed $U$, gives

$$
P(n)=E\,Q(U),\qquad
\tfrac12E\,T(U)\le D_n\le E\,\varphi(U),\qquad
T(u)=\int_u^\infty Q(z)\,dz ,
$$

because $\int_u^\infty z\varphi(z)\,dz=\varphi(u)$ and the mean of $(X_1-u)^+$ is $T(u)$.

Two inequalities for $u\ge0$ now compare $\varphi$, $Q$ and $T$. The first is $\varphi(u)\le(u+1)Q(u)$. Set $f=(u+1)Q-\varphi$. Since $Q'=-\varphi$ and $\varphi'=-u\varphi$, one finds $f'=Q-\varphi$. This derivative starts at $\tfrac12-1/\sqrt{2\pi}>0$, and its own derivative is $(u-1)\varphi$. It therefore falls until $u=1$ and afterwards rises towards its limit zero, so it changes sign once, from positive to negative. Thus $f$ starts positive, rises, and then falls towards zero, and it is never negative.

For the second inequality note that $-d\ln Q/du=\varphi/Q\le u+1$. Integrating from $u$ to $u+s$ gives $Q(u+s)\ge Q(u)\exp[-(u+1)s-s^2/2]$. For $0\le s\le1/(u+1)$ the exponent is at least $-3/2$, and keeping this range of $s$ in the integral for $T$ yields

$$
T(u)\ge\frac{e^{-3/2}Q(u)}{u+1}.
$$

The factors $u+1$ are harmless unless $U$ is large, and a large threshold is seldom passed. Put $u_n=\sqrt{2\ln n}$ with $n\ge2$, so that $\varphi(u_n)=1/(n\sqrt{2\pi})$. Also $Q(u)\le\tfrac12e^{-u^2/2}$: the difference of the right and left sides vanishes at $u=0$ and at infinity, and its derivative $e^{-u^2/2}(1/\sqrt{2\pi}-u/2)$ is first positive and then negative. Hence $Q(u_n)\le1/(2n)$. Splitting each mean at $U=u_n$ gives

$$
D_n\le(u_n+1)P(n)+\frac1{n\sqrt{2\pi}},
$$

$$
P(n)\le2e^{3/2}(u_n+1)D_n+\frac1{2n}.
$$

The terms in $1/n$ are negligible beside $D_n\sim n^{-3/4}$ at large $n$. There are then positive constants $a$ and $b$ such that, for large $n$,

$$
\frac{a\,n^{-3/4}}{\sqrt{\ln n}}\le P(n)\le b\,\sqrt{\ln n}\;n^{-3/4},
$$

and therefore

$$
\theta=-\lim_{n\to\infty}\frac{\ln P(n)}{\ln n}=\frac34 .
$$

The proof fixes the exponent and leaves room for a factor no stronger than $\sqrt{\ln n}$ either way. It also shows why a sampling interval is needed. At fixed time $t=n\delta$, letting $\delta\to0$ sends $n$ to infinity and $P$ to zero: a continuously watched ideal path returns at once.

Nothing in the argument is special to one-quarter. For stationary Gaussian increments with $G\propto t^{2H}$ and $0<H<1$, the maximum grows as $n^H$, its advance $D_n$ as $n^{H-1}$, and $\rho_j=\tfrac12[1+j^{2H}-(j-1)^{2H}]$ is still at least one-half. Hence $\theta=1-H$. If diffusion on wide terraces limits an isolated step, its modes relax at a rate proportional to $|q|^3$ while the equilibrium spectrum stays proportional to $q^{-2}$. Substituting $q\propto t^{-1/3}$ in the mode integral gives $G\propto t^{1/3}$, so $H=1/6$ and $\theta=5/6$. The two kinetic limits differ by $1/12$, so small systematic shifts matter when they are to be told apart.

Stationarity cannot be dropped. For a step that is straight at $t=0$, the same mode solution, with the noise acting from $t=0$, gives

$$
\langle x(t)x(s)\rangle=\tfrac12\left[G(t+s)-G(|t-s|)\right].
$$

The variance is $\tfrac12G(2t)=G(t)/\sqrt2$, which still grows as $t^{1/2}$, yet the increments are not stationary and the reversal argument fails. In a simulation of the Langevin equation on 1024 lattice sites with 300 copies, sampled every four units of lattice spacing squared over $\nu$, the persistence of a straight start fell with a mean slope of 1.22 between $n=8$ and $64$. This is a slope over a short window, not an asymptotic exponent. The same simulation started from equilibrium gave 0.73 between $n=16$ and $256$. The growth exponent one-quarter does not by itself determine persistence.

The approach to three-quarters can be seen in 200,000 random paths of 512 samples, drawn by a Fourier method from the Gaussian covariance, each used with both signs. Between $n=32$ and $512$ the mean slope of $D_n$ is 0.750 and that of $P(n)$ is 0.726. The difference lies in the mean clearance $D_n/P(n)$, which falls from 0.507 to 0.475 and contributes $\ln(0.507/0.475)/\ln16\approx0.024$. About $400{,}000\times0.0075=3000$ survivors remain at $n=512$, which puts a counting error near $0.018/\ln16\approx0.007$ on the slope of $P$. A fit over this window thus lies slightly below three-quarters even for the ideal process. Whether the clearance tends to a constant is not settled by the bounds or by these data.

For an example in nanometres and electronvolts, take a step on Si(111) at 1173 K, where $kT=0.101$ eV, with rough typical values $\tilde\beta=0.3$ eV/nm and $\Gamma=6\times10^4$ nm$^3$/s. Then

$$
\nu=\frac{6\times10^4\times0.3}{0.101}\approx1.8\times10^5\ \mathrm{nm^2/s}.
$$

At 30 frames per second, $\delta=0.0333$ s and

$$
G(\delta)=2\sqrt{\frac{6\times10^4\times0.101\times0.0333}{\pi\times0.3}}\approx29\ \mathrm{nm^2},
$$

a root-mean-square displacement of 5.4 nm. After 512 frames, or 17 s, $G$ is larger by $\sqrt{512}\approx22.6$, and the displacement is 26 nm. The sampled paths give $P=0.500$, 0.147, 0.034 and 0.0075 at $n=1$, 8, 64 and 512.

To expect 100 survivors on one side at 512 frames, one needs $100/0.0075\approx13{,}000$ starts. Extrapolating from $n=8$ with the random-walk exponent would have given $P=0.147/\sqrt{64}\approx0.018$ and about 5400 starts, too few by a factor of 2.5. Counting both sides halves the requirement. Overlapping time windows, and points closer along the step than about $2\sqrt{\nu t}=3.5$ µm, share fluctuations and supply less information than their number suggests.

Steps on Si(111) near this temperature can be followed by electron microscopy, but a real step has neighbours and a finite adatom diffusivity. Let $D$ be that diffusivity, $k$ the attachment rate constant, $d=D/k$ the kinetic length and $\ell$ the terrace width. In a quasi-static estimate the excess adatom density $w(z)e^{iqy}$ obeys $w''=q^2w$ at distance $z$ from the step. A neighbour held fixed imposes $-d\,w'(\ell)=w(\ell)$, which is met by $w\propto\cosh q(\ell-z)+(qd)^{-1}\sinh q(\ell-z)$. If the step's curvature shifts its equilibrium density by $s$, the exchange condition is $-d\,w'(0)=s-w(0)$. With $Y=-d\,w'(0)/w(0)$ this gives $w(0)=s/(1+Y)$. The exchange, proportional to $s-w(0)$, is therefore multiplied by the factor

$$
\frac{Y}{1+Y},\qquad
Y=qd\,\frac{\sinh q\ell+(qd)^{-1}\cosh q\ell}{\cosh q\ell+(qd)^{-1}\sinh q\ell}.
$$

For $\ell=500$ nm and an assumed $d=5000$ nm, the factor at $q=1/\sqrt{\nu t}$ is 0.98 at the first frame and 0.62 at the last. Multiplying each mode's relaxation rate by it, keeping the equilibrium spectrum, and integrating numerically over $q$ lowers $G$ at 17 s by 25% relative to the ideal value. The effective $H$ between the first and last frames becomes 0.23, so $1-H$ becomes 0.77. The altered process is no longer self-similar, so this value only indicates how the persistence slope might shift; the slope itself was not computed. The indicated shift of $+0.02$ is comparable in size with the finite-window shift of the ideal process and has the opposite sign, so the two could partly cancel in a fitted value. The assumed $d$ is a favourable choice, not a measured one. With attachment from both terraces $\Gamma=2\Omega^2c_{eq}k$, where $\Omega=0.064$ nm$^2$ is the area per atom and $c_{eq}$ the equilibrium adatom density, so $d=5000$ nm requires $Dc_{eq}=\Gamma d/(2\Omega^2)\approx4\times10^{10}$ s$^{-1}$. For an attempt frequency of $10^{13}$ s$^{-1}$ and an adatom coverage of 0.1 to 0.25 this corresponds to a hopping barrier of only 0.4 to 0.5 eV, and a barrier of 1.1 eV would give $d$ of order 10 nm. With the same $\Gamma$, the mode integral gives $G$ at 17 s equal to 0.39 of the ideal value and an effective $H$ of 0.21 for $d=100$ nm, and 0.16 and 0.18 for $d=10$ nm. Whether such a step is attachment-limited must therefore be established separately.

The positions are treated here as instantaneous. If each were averaged over an exposure as long as the frame interval, the variance at the first frame would be the mean of $G$ between times in two adjacent frames less its mean between times within one frame, $(0.975-0.533)\,G(\delta)\approx0.44\,G(\delta)$. To keep this variance close to $G(\delta)$, the exposure must be much shorter than the frame interval: an exposure of one tenth of the interval still removes about $0.533\sqrt{0.1}\approx17\%$. This concerns the variance; the effect on the slope of $P$ is not derived here. With a short exposure assumed, the other effects estimated below change the displacement or its variance by smaller fractions than the 25% that the finite diffusivity causes at the last frame; at the first frame its effect is only 4%, less than that of the position error. For a rough vapour pressure of $5\times10^{-10}$ Torr, the kinetic-theory evaporation flux, collected over one terrace width, moves the step at 0.03 nm/s. Over the window this drift is 2% of the root-mean-square displacement. An elastic repulsion energy $A/\ell^2$ per length from each neighbour has total curvature $12A/\ell^4$. With a rough $A=0.04$ eV nm it relaxes the step in $kT\ell^4/(12A\Gamma)\approx2\times10^5$ s. The displacement reaches 5% of the terrace width, so a step that starts about midway between its neighbours is unlikely to meet one within the window. For a step 50 µm long the slowest mode relaxes in $L^2/(4\pi^2\nu)\approx360$ s, far beyond the window. A position error of 1 nm, assumed independent in each frame, adds $2\times1^2/29\approx7\%$ to the variance at the first frame. Its effect on $P$ was not computed.

These estimates suggest conditions under which the displacements in a record stay close to those of the ideal process: an equilibrated step, an exposure much shorter than the frame interval, a frame interval over which the displacement exceeds the position error, a window short beside the finite-length time, and a mode factor that stays nearly constant across the window. In this example, with short exposures assumed, the last condition is the one that is not well met, even with the favourable kinetic length chosen.
